# Firsov inversion of a deflection function at one energy

If a repulsive potential is obtained by choosing a formula and adjusting its parameters until the calculated scattering angles match the data, the formula decides the answer wherever the data are weak. A good match then does not show which distances were probed, or whether another shape would have matched as well. Firsov inversion assumes no shape within the tabulated range. It turns the deflection function at one energy into the potential, and shows where that information ends.

## Result and conditions

Two particles with reduced mass \(\mu\) and initial relative speed \(v\) have relative kinetic energy \(E=\mu v^2/2\). They scatter classically and elastically through a central potential \(V(r)\), which decreases monotonically to zero and exceeds \(E\) at small \(r\). The impact parameter is \(b\), and \(\theta(b)\) is the centre-of-mass deflection, positive for repulsion. A head-on collision has \(\theta(0)=\pi\). For each \(y>0\),

\[
g(y)=\frac1\pi\int_y^\infty\frac{\theta(b)\,db}{\sqrt{b^2-y^2}},\qquad r=y\,e^{g},\qquad V=E\left(1-e^{-2g}\right). \tag{1}
\]

The pairs \((r,V)\) trace the potential for \(r>r_{\min}\), where \(V(r_{\min})=E\). Smaller distances are never reached at this energy, so the data say nothing about them.

## Derivation

With angular momentum \(\mu vb\), conservation of energy and angular momentum gives

\[
\dot r^2=v^2\left(1-\frac{V}{E}-\frac{b^2}{r^2}\right),\qquad \dot\varphi=\frac{vb}{r^2}.
\]

Dividing \(\dot\varphi\) by \(|\dot r|\) gives the angle swept per unit radius. The incoming and outgoing legs sweep equal angles, and an undeflected path sweeps \(\pi\) in total. Hence

\[
\theta(b)=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E-b^2/r^2}}, \tag{2}
\]

where \(r_0\) is the turning point. Define

\[
y(r)=r\sqrt{1-V(r)/E}.
\]

The turning point satisfies \(y(r_0)=b\), and the denominator in (2) becomes \(r\sqrt{y^2-b^2}\). To use \(y\) as the integration variable, it must increase with \(r\). Differentiating \(y^2=r^2(1-V/E)\) gives

\[
\frac{dy}{dr}=\frac ry\left(1-\frac VE-\frac{rV'}{2E}\right).
\]

For \(r>r_{\min}\) and \(V'\le0\) this is positive. The general requirement is \(V+rV'/2<E\), which a shallow attractive well can also meet.

Since \(dr/r=d\ln r\), equation (2) is now

\[
\theta(b)=\pi-2b\int_b^\infty\frac{d\ln r}{dy}\frac{dy}{\sqrt{y^2-b^2}}.
\]

For \(V=0\) we have \(r=y\) and \(\theta=0\), so the same expression gives

\[
\pi=2b\int_b^\infty\frac{dy}{y\sqrt{y^2-b^2}}.
\]

Insert this for \(\pi\) and set \(g=\ln(r/y)\):

\[
\theta(b)=-2b\int_b^\infty\frac{g'(u)\,du}{\sqrt{u^2-b^2}}. \tag{3}
\]

Divide (3) by \(\sqrt{b^2-y^2}\) and integrate over \(b>y\). For a monotonic repulsive potential \(-g'\ge0\), so the order of integration may be exchanged:

\[
\int_y^\infty\frac{\theta\,db}{\sqrt{b^2-y^2}}
=-2\int_y^\infty du\,g'(u)\int_y^u\frac{b\,db}{\sqrt{(b^2-y^2)(u^2-b^2)}}.
\]

In the inner integral put \(b^2=y^2+(u^2-y^2)\sin^2\chi\). Then \(b\,db=(u^2-y^2)\sin\chi\cos\chi\,d\chi\), and the two roots multiply to \((u^2-y^2)\sin\chi\cos\chi\). The integral is \(\int_0^{\pi/2}d\chi=\pi/2\). Because \(g(\infty)=0\), the right side is \(-\pi[g(\infty)-g(y)]=\pi g(y)\). This is the first part of (1). The others follow from \(r/y=e^g\) and \(1-V/E=(y/r)^2=e^{-2g}\).

## Limits that check the formula

**Coulomb potential.** Let \(V=ED/r\). With \(w=1/r\), equation (2) contains

\[
\int_0^{w_0}\frac{dw}{\sqrt{1-Dw-b^2w^2}}
=\frac1b\left[\frac\pi2-\arctan\frac{D}{2b}\right],
\]

as completing the square shows. Therefore \(\theta=2\arctan(D/2b)\). Put \(b=y\cosh t\) in (1), write \(s=D/2y\), and differentiate with respect to \(s\):

\[
\frac{dg}{ds}=\frac2\pi\int_0^\infty\frac{\cosh t\,dt}{1+s^2+\sinh^2t}
=\frac{1}{\sqrt{1+s^2}}.
\]

Since \(g=0\) at \(s=0\), \(g=\operatorname{arsinh}s\). Then \(r=ye^g=D/2+\sqrt{D^2/4+y^2}\), which rearranges to \(y^2=r^2-Dr\). Comparison with the definition of \(y\) returns \(V=ED/r\).

**Weak deflection.** When \(g\ll1\), \(r\simeq y\) and \(V\simeq2Eg\). If \(V\) also changes little between \(y\) and \(r\), which for a steep potential is the stricter condition \(g\,r|V'|/V\ll1\), then

\[
V(r)\simeq\frac{2E}{\pi}\int_r^\infty\frac{\theta(b)\,db}{\sqrt{b^2-r^2}}.
\]

The outer potential is then linear in the angles.

**Closest approach.** Integrate (1) by parts, using \(\operatorname{arcosh}(b/y)\) as the integral of \(1/\sqrt{b^2-y^2}\). The boundary terms vanish if \(\theta\ln b\to0\) at large \(b\). Since \(\int_y^\infty(-\theta')\,db=\theta(y)\),

\[
\ln r=\left[1-\frac{\theta(y)}{\pi}\right]\ln y
+\frac1\pi\int_y^\infty(-\theta')\ln\!\left(b+\sqrt{b^2-y^2}\right)db.
\]

For a smooth potential with \(V'(r_{\min})<0\), \(\pi-\theta(y)\) vanishes linearly in \(y\), so the first term tends to zero. Thus

\[
\ln r_{\min}=\frac1\pi\int_0^\infty[-\theta'(b)]\ln(2b)\,db, \tag{4}
\]

with both lengths measured in the same unit.

## Numerical scheme

The substitution \(b=y\cosh t\) removes the endpoint singularity, because \(db/\sqrt{b^2-y^2}=dt\):

\[
g(y)=\frac1\pi\int_0^\infty\theta(y\cosh t)\,dt. \tag{5}
\]

A table ends at some \(B\), but (5) needs larger impact parameters. For \(V=Ke^{-\kappa r}/r\), put \(g\simeq V/2E\) in (3). At \(\kappa b\gg1\), keep \(V'\simeq-\kappa V\), write \(r=b+s\), and use \(\sqrt{r^2-b^2}\simeq\sqrt{2bs}\):

\[
\theta\simeq\frac{\kappa K}{E}e^{-\kappa b}\int_0^\infty\frac{e^{-\kappa s}}{\sqrt{2bs}}\,ds
=\frac KE\sqrt{\frac{\pi\kappa}{2b}}\;e^{-\kappa b}.
\]

A straight line fitted to \(\ln(\theta\sqrt b)\) over the last fifth of the table therefore supplies a tail for exponentially screened interactions. A potential with a power-law tail needs a different extrapolation.

```
input: E, table b[i], theta[i], with b[0]=0, theta[0]=pi
S(b) = cubic spline through ln(theta[i])
fit ln(theta*sqrt(b)) = A - kappa*b for b >= 0.8*B
define Theta(b):
    if b <= B: return exp(S(b))
    else:      return exp(A - kappa*b)/sqrt(b)
for each chosen y > 0:
    T = arcosh(b_end/y)
    g = (1/pi) * GaussLegendre(Theta(y*cosh t), t=0..T)
    output r = y*exp(g), V = -E*expm1(-2*g)
```

The function expm1, which evaluates \(e^x-1\), avoids cancellation when \(V\ll E\). The logarithm suits angles that span several decades, but requires \(\theta>0\). The fitted tail need not join the spline exactly; a small jump is harmless in an integral.

For \(N\) table entries, \(M\) values of \(y\) and \(n\) quadrature nodes, the spline costs \(O(N)\) and the evaluations \(O(Mn\log N)\) with binary search. Processing all \(y\) together needs \(O(Mn)\) memory. The example uses \(n=400\) and \(b_{\rm end}=1.5\) nm.

Synthetic data need a forward calculation that stays accurate at small angles. In (2) set \(r=r_0/\sin\alpha\), so that \(dr/r^2=-\cos\alpha\,d\alpha/r_0\), and let \(\beta=b/r_0\). The turning-point condition \(\beta^2=1-V(r_0)/E\) turns the radicand into \(\beta^2\cos^2\alpha\,(1+q)\), with

\[
q=\frac{V(r_0)-V(r)}{E\beta^2\cos^2\alpha},\qquad
\theta=2\int_0^{\pi/2}\left[1-\frac{1}{\sqrt{1+q}}\right]d\alpha. \tag{6}
\]

The subtraction from \(\pi\) now happens inside the integrand, where log1p and expm1 preserve small differences.

## Worked example: copper on tantalum

A 1000 eV Cu ion strikes a Ta atom at rest. The relative energy is

\[
E=1000\ \text{eV}\times\frac{180.948}{63.546+180.948}=740.09\ \text{eV}.
\]

The synthetic interaction is the Ziegler–Biersack–Littmark (ZBL) universal potential,

\[
V=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\,\phi\!\left(\frac ra\right),\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},
\]

\[
\phi(x)=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.
\]

Here \(a_0\) is the Bohr radius, \(Z_1=29\) and \(Z_2=73\), so \(a=0.009656\) nm and the Coulomb prefactor is 3048.4 eV nm. The table has 61 equally spaced impact parameters from 0 to 0.30 nm. Its angles fall from \(\pi\) through 0.4826 rad at 0.10 nm to 0.0025 rad at 0.30 nm. At \(b=0.05\) nm, equation (6) and a direct integration of Newton's equations both give 1.5093918 rad.

For \(y=0.080\) nm the inversion gives \(g=0.20948\). Then

\[
r=0.080\,e^{0.20948}=0.0986\ \text{nm},\qquad
V=740.09\,(1-e^{-0.41896})=253.3\ \text{eV}.
\]

The recovered curve compares with the original as follows.

| \(r\) (nm) | recovered \(V\) (eV) | original \(V\) (eV) |
|---|---:|---:|
| 0.080 | 589.07 | 589.08 |
| 0.100 | 239.01 | 239.02 |
| 0.150 | 35.885 | 35.890 |
| 0.200 | 7.608 | 7.613 |
| 0.250 | 1.953 | 1.959 |

The inner limit is \(r_{\min}=0.075301\) nm from solving \(V=E\), and 0.075303 nm from (4) applied to finely spaced synthetic angles.

The recovered potential was also used to predict deflections at \(E/2\), which had played no part in the inversion. At \(b=0.05\) nm it gives 1.758225 rad against 1.758223 rad from the original; at 0.15 nm the values are 0.209034 and 0.209032 rad. A lower energy is the right choice here, because its turning points lie within the recovered range.

## Resolution and the missing tail

With 7 points over the same range, the largest relative error in \(V\) for \(r<0.20\) nm is about 6 %. With 13 points it is about 0.06 %, and with 61 points about 0.07 %; further digits depend on how finely \(y\) is scanned. The last step brings no gain, so interpolation no longer sets the error. The fitted tail sets it: with the exact angles used beyond \(B\), the errors drop to 0.011 % for 13 points and 0.0001 % for 61. The slight rise from 13 to 61 points arises because the fit window starts at 0.25 nm in the first table and at 0.24 nm in the second.

The tabulated errors are negative and grow in relative size with \(r\), reaching 0.33 % at 0.25 nm. This is the sign expected from the tail fit. A sum of exponentials decays more slowly as \(b\) increases, so a line fitted inside the table falls too steeply outside it, and \(g\) comes out low.

Omitting the tail is much worse: the error rises from 0.31 % to about 11 % at \(y=0.2475\) nm, and from 0.33 % to about 12 % at \(y=0.25\) nm. An estimate explains the size. Near \(y\), \(\sqrt{b^2-y^2}\simeq\sqrt{2y(b-y)}\). If \(\theta\propto e^{-\kappa b}\), the fraction of \(g\) coming from \(b>B\) is \(\operatorname{erfc}\sqrt{\kappa(B-y)}\). The angles at 0.25 and 0.30 nm, 0.008169 and 0.002499 rad, give

\[
\kappa=\frac{1}{0.05\ \text{nm}}\ln\frac{0.008169\sqrt{0.25}}{0.002499\sqrt{0.30}}\simeq22\ \text{nm}^{-1},
\]

and hence a fraction of about 0.14 at \(y=0.25\) nm. The actual fraction there is 0.12. The estimate is somewhat high because it drops the factors \(1/\sqrt b\) and \(1/\sqrt{b+y}\), both of which reduce the tail's weight; keeping them gives 0.118. In practice the table should extend several \(1/\kappa\) beyond the largest distance wanted.

## Stability against errors in the data

Equation (1) integrates the angles and never differentiates them, so independent errors partly average out. A common relative error \(\eta\) does not. It changes \(g\) by \(\delta g=\eta g\). At fixed \(y\), \(\delta r=r\,\delta g\) and \(\delta V=2(E-V)\,\delta g\). To compare potentials at the same \(r\), subtract the change \(V'\delta r\) due to the radial displacement:

\[
\delta V\big|_r=\eta g\left[2(E-V)-rV'\right]. \tag{7}
\]

Both terms are positive for repulsion. At \(r=0.0986\) nm and \(\eta=0.01\), the first contributes \(0.0020948\times2(740.09-253.31)=2.04\) eV. The full formula gives 4.29 eV, so the radial displacement contributes the remaining 2.25 eV. Inverting tables with all angles raised and lowered by 1 % gives the same 4.29 eV, or 1.7 % of \(V\).

Independent noise of 2 % rms on every angle except the head-on value produced rms errors in \(V\) of 1.4 % near 0.099 nm, 0.9 % near 0.144 nm and 0.8 % near 0.201 nm, over 300 trials. By (7), a common 2 % error would give about 3.4 % at the first distance. Calibration of the angle scale therefore matters more there than random scatter of the same relative size.

The scale of \(b\) matters more than either. For a monotonic deflection, \(b^2=2\int_\theta^\pi(d\sigma/d\Omega)\sin\theta'\,d\theta'\), so a 2 % error in the absolute cross-section is a 1 % error in every \(b\). A relative error \(\epsilon\) in \(b\) stretches \(r\) by the same factor and gives \(\delta V|_r=-\epsilon rV'\). For \(\epsilon=0.01\) this is about 4 % of \(V\) near 0.099 nm and about 6 % near 0.20 nm.

An error in the assumed energy acts differently. The relation \(r=ye^g\) does not contain \(E\), so for given angles the recovered \(V\) is simply multiplied by the wrong energy ratio.

## Failure modes

**Unknown sign of the deflection.** An intensity measurement that does not distinguish the two sides of the beam gives at most \(|\theta|\), and even that is ambiguous where several impact parameters lead to the same angle. To size the effect, a Gaussian well of depth 4 eV, centre 0.27 nm and width parameter 0.05 nm was added to the ZBL potential. This is an assumed well, not a computed Cu–Ta bond. The angles were calculated directly at the quadrature nodes, since the logarithmic spline cannot represent negative values. With signed angles the inversion returns \(-1.424\) eV at 0.250 nm, in agreement with the potential used. With \(|\theta|\) it returns \(+2.51\) eV at 0.250 nm, where the true value is \(-1.49\) eV at that slightly different radius. The damage reaches inward, because \(g(y)\) contains all \(b>y\): at 0.154 nm the result is 34.3 eV instead of 31.8 eV.

**Orbiting.** If \(V+rV'/2\) reaches \(E\) outside \(r_{\min}\), \(y(r)\) can stop increasing. Some radii are then never turning points, and (1) no longer identifies the potential. Raising the energy can restore the condition for a finite well.

**Inelastic collisions.** Firsov's separate estimate of the electronic energy loss, quoted here without derivation, is

\[
Q\simeq\frac{0.35\,\hbar v}{a_0}\,
\frac{(Z_1+Z_2)^{5/3}}{\left[1+0.16(Z_1+Z_2)^{1/3}R/a_0\right]^5},
\]

with \(R\) the closest approach. With \(R=r_{\min}\) it gives 14 eV, or 1.9 % of \(E\). The formula assumes a straight path at constant speed, so it overstates the loss on a head-on orbit, which slows to rest at \(r_{\min}\). A velocity-proportional friction that reproduces the formula on straight paths gives about 4.5 eV, or 0.6 % of \(E\), along that orbit. Either number sizes the neglected loss, not the resulting error in \(V\). The energy scaling above assumes fixed angles, whereas a loss during the collision changes them, so finding that error would require calculating the orbit with loss.

**Quantum scattering.** Localizing the beam to a width \(\delta\) spreads its direction by about \(1/(k\delta)\), where \(k=\mu v/\hbar\), while the deflection itself varies by \(\delta|\theta'|\) across that width. The combined spread is least near \(\delta=1/\sqrt{k|\theta'|}\), where it is of order \(\sqrt{|\theta'|/k}\). A classical deflection therefore needs \(k\theta^2/|\theta'|\gg1\). For a power law this is \(kb\theta\gg1\), but for a screened potential it is the stricter \(k\theta/\kappa\gg1\). Here \(k=4.08\times10^4\) nm\(^{-1}\), so \(kb\theta\simeq31\) at the end of the table, while \(k\theta^2/|\theta'|\simeq4.4\). The latter falls to one at 0.37 nm, well before \(kb\theta\) does at 0.47 nm, and beyond about 0.37 nm the extrapolated angles are only a device for completing the integral.

## The case of a tantalum barrier

In ionized copper deposition, a biased substrate draws Cu ions onto a Ta barrier and can resputter it. Ion energies there are roughly tens to hundreds of eV, so 1 keV lies near or above the upper end. One assumption that a real barrier breaks is that of isolated pairs. With a rough cell edge of 0.33 nm, half the nearest-neighbour distance in body-centred cubic Ta is \(0.33\sqrt3/4=0.143\) nm. For an impact parameter of that size, a single atom already gives a centre-of-mass deflection of 0.143 rad, which for a Ta atom initially at rest is about 6° in the laboratory; the matching digits of distance and angle are a coincidence. A neighbour then acts with comparable strength, so angles measured from the solid cannot be inverted as binary data at such impact parameters. Data from isolated target atoms are needed, and the recovered potential can then enter a many-atom simulation. Thermal motion is a smaller matter: at 300 K the classical velocity component of a Ta atom along the beam, \(\sqrt{k_BT/M}\) for atomic mass \(M\), spreads \(E\) by \(2\sqrt{k_BT/M}/v=0.43\) % rms, and this linear shift averages to zero. The agreement found above verifies the inversion, not the ZBL potential as a description of Cu and Ta. At a few eV, where chemical bonding matters, that description is least secure. The numerical output follows.

## Numbers as computed

```
Cu (Z=29, 63.546 u) on Ta (Z=73, 180.948 u)
lab energy 1000 eV, relative energy E 740.09 eV
ZBL screening length 0.009656 nm
Z1 Z2 e^2/(4 pi eps0) 3048.40 eV nm
theta(0.05 nm): integral 1.5093918 rad, trajectory 1.5093918 rad
table: 61 points, 0 to 0.30 nm
  b 0.00 nm  theta 3.141593 rad
  b 0.05 nm  theta 1.509392 rad
  b 0.10 nm  theta 0.482596 rad
  b 0.15 nm  theta 0.116301 rad
  b 0.20 nm  theta 0.028958 rad
  b 0.25 nm  theta 0.008169 rad
  b 0.30 nm  theta 0.002499 rad
single inversion: y 0.080 nm, g 0.20948, r 0.09864 nm, V 253.310 eV
r_min: V=E root 0.075301 nm, log formula 0.075303 nm
r_min from 61-point table 0.075301 nm
r (nm), recovered V (eV), original V (eV), error (%)
  0.080  589.0711  589.0792  -0.0014
  0.100  239.0141  239.0206  -0.0027
  0.125  87.7055  87.7112  -0.0064
  0.150  35.8846  35.8900  -0.0150
  0.200  7.6075  7.6130  -0.0735
  0.250  1.9529  1.9593  -0.3286
7 points: largest V error for r<0.20 nm 5.5738 %
13 points: largest V error for r<0.20 nm 0.0564 %
61 points: largest V error for r<0.20 nm 0.0705 %
61 points, r<0.25 nm: with tail 0.308 %, without tail 11.41 %
prediction at E/2 = 370.05 eV: b (nm), found, true (rad)
  0.02  2.568996  2.568995
  0.05  1.758225  1.758223
  0.10  0.714393  0.714391
  0.15  0.209034  0.209032
all angles +1 %, r 0.0986 nm: V shift 4.2879 eV, formula 4.2878 eV
random angle noise 2 % rms, 300 trials:
  r 0.0986 nm: V error 1.42 % rms
  r 0.1443 nm: V error 0.89 % rms
  r 0.2010 nm: V error 0.79 % rms
ion speed 5.5106e+04 m/s, wave number k 4.0808e+04 1/nm
k b theta = 1 at b 0.4728 nm
thermal energy spread at 300 K 0.426 % rms
head-on electronic loss (Firsov estimate) 14.27 eV, 1.93 % of E
Ta cell edge (rough) 0.33 nm, half neighbour distance 0.1429 nm
theta at half neighbour distance 0.1429 rad
added Gaussian well: depth 4.0 eV, centre 0.27 nm, width 0.05 nm
  signed: r 0.15336 nm, V 32.0392 eV, original 32.0392 eV
  |theta|: r 0.15361 nm, V 34.3328 eV, original 31.7732 eV
  signed: r 0.24976 nm, V -1.4239 eV, original -1.4239 eV
  |theta|: r 0.25043 nm, V 2.5138 eV, original -1.4938 eV
```
